# LO–TO splitting of the polar mode in cubic hafnia: a program that tests the result

```python
"""Longitudinal-transverse splitting of the polar mode of cubic hafnia.

Result under test (f = ordinary frequency):
    fL^2 - fT^2 = Z^2 e^2 / (4 pi^2 eps0 eps_inf V mu),
    1/mu = 1/M_Hf + 1/(2 m_O)
Z: Born charge of Hf, eps_inf: electronic permittivity, V: primitive volume.
The independent side is a fluorite lattice of polarizable point ions with
springs, its dipole sums done by the Ewald method.
Model units: angstrom, atomic mass unit, THz, elementary charge.
"""
from itertools import product
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

# Inputs
Z_HF, EPS_INF, VOLUME = 5.6, 5.0, 32.5
M_HF, M_O, M_Y = 178.49, 15.999, 88.906
F_T = 8.5                                  # rough typical value, THz
masses = np.array([M_HF, M_O, M_O])
mu = 1 / (1 / M_HF + 1 / (2 * M_O))


def splitting(charge, eps, volume, reduced_mass):
    """Derived formula, evaluated in SI and returned in THz^2."""
    omega2 = (charge * sc.e)**2 / (sc.epsilon_0 * eps * volume * 1e-30
                                   * reduced_mass * sc.atomic_mass)
    return omega2 / (4 * np.pi**2) / 1e24


# Fluorite geometry
a = (4 * VOLUME)**(1 / 3)
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
recip = 2 * np.pi * np.linalg.inv(cell).T
sites = a / 4 * np.array([[0, 0, 0], [1, 1, 1], [-1, -1, -1]])
index = np.array(list(product(range(-5, 6), repeat=3)))
lattice, recip_lattice = index @ cell, index @ recip
# e^2/(4 pi eps0) in THz^2 * mass unit * angstrom^3
coulomb = (sc.e**2 / (4 * np.pi * sc.epsilon_0) * 1e30
           / sc.atomic_mass / (4 * np.pi**2 * 1e24))


def dipole_tensor(q, eta=0.55):
    """Ewald dipole interaction; at q = 0 the macroscopic field is left out."""
    out = np.zeros((9, 9), complex)
    k = recip_lattice + q
    k2 = np.sum(k**2, axis=1)
    keep = k2 > 1e-14
    g, k, k2 = recip_lattice[keep], k[keep], k2[keep]
    weight = 4 * np.pi / VOLUME * np.exp(-k2 / (4 * eta**2)) / k2
    for i in range(3):
        for j in range(3):
            d = sites[j] - sites[i]
            block = np.einsum('n,na,nb->ab', weight * np.exp(-1j * g @ d), k, k)
            r = lattice + d
            r = r[np.sum(r**2, axis=1) > 1e-8]
            r2 = np.sum(r**2, axis=1)
            s = np.sqrt(r2)
            gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-eta**2 * r2)
            iso = erfc(eta * s) / s**3 + gauss / r2
            aniso = (3 * erfc(eta * s) / s**5
                     + gauss * (2 * eta**2 + 3 / r2) / r2)
            phase = np.exp(1j * r @ q)
            block = block + np.eye(3) * np.sum(iso * phase)
            block = block - np.einsum('n,na,nb->ab', aniso * phase, r, r)
            if i == j:
                block = block - np.eye(3) * 4 * eta**3 / (3 * np.sqrt(np.pi))
            out[3*i:3*i+3, 3*j:3*j+3] = block
    return out


def springs(q, stiffness):
    """Isotropic Hf-O springs; stiffness is the sum over one oxygen's bonds."""
    s = np.diag([2.0, 1.0, 1.0]).astype(complex)
    for j in (1, 2):
        r = lattice + sites[j] - sites[0]
        r = r[np.linalg.norm(r, axis=1) < 0.45 * a]
        assert len(r) == 4
        s[0, j] = -np.mean(np.exp(1j * r @ q))
        s[j, 0] = np.conj(s[0, j])
    return stiffness * np.kron(s, np.eye(3))


def force_matrix(q, z, alpha, stiffness):
    """Force constants after the electronic dipoles have relaxed."""
    c = dipole_tensor(q)
    zm = np.diag(np.repeat(z, 3))
    inv_alpha = np.diag(1 / np.repeat(alpha, 3))
    relaxed = c - c @ np.linalg.solve(inv_alpha + c, c)
    return coulomb * zm @ relaxed @ zm + springs(q, stiffness)


def polar_modes(phi, z):
    """Ascending squared frequencies and dipole vectors of the polar modes."""
    root = np.sqrt(np.repeat(masses, 3))
    dyn = phi / np.outer(root, root)
    f2, vec = np.linalg.eigh((dyn + dyn.conj().T) / 2)
    dipoles = np.einsum('k,kan->na', z, (vec / root[:, None]).reshape(3, 3, 9))
    chosen = np.sort(np.argsort(np.linalg.norm(dipoles, axis=1))[-3:])
    return f2[chosen], dipoles[chosen]


origin = np.zeros(3)
c0 = dipole_tensor(origin)
assert np.allclose(dipole_tensor(origin, 0.50),
                   dipole_tensor(origin, 0.65), atol=1e-9)


def test_crystal(z_hf, alpha_total):
    """Compare the microscopic crystal with the derived formula."""
    z = z_hf * np.array([1, -0.5, -0.5])
    alpha = alpha_total * np.array([0.10, 0.45, 0.45])
    # neutrality and cubic sites: no static field gradient on any ion
    gradient = np.einsum('j,iajb->iab', z, c0.reshape(3, 3, 3, 3))
    assert np.max(np.abs(gradient)) < 1e-9
    # responses at zero macroscopic field
    inv_alpha = np.diag(1 / np.repeat(alpha, 3))
    response = np.linalg.inv(inv_alpha + c0).real
    total = np.tile(np.eye(3), (3, 1))
    born_all = total.T @ (np.eye(9) - response @ c0.real) @ np.diag(
        np.repeat(z, 3))
    eps_tensor = np.eye(3) + 4 * np.pi / VOLUME * total.T @ response @ total
    born = born_all[0, 0::3]
    eps = eps_tensor[0, 0]
    assert np.allclose(eps_tensor, eps * np.eye(3), atol=1e-8)
    assert np.allclose(born, born[0] * np.array([1, -0.5, -0.5]), atol=1e-8)
    # springs set so that the transverse frequency is F_T
    bare = polar_modes(force_matrix(origin, z, alpha, 0.0), z)[0]
    stiffness = mu * (F_T**2 - np.mean(bare)) / 2
    phi0 = force_matrix(origin, z, alpha, stiffness)
    no_field = polar_modes(phi0, z)[0]
    assert np.ptp(no_field) < 1e-6         # no macroscopic field, no splitting
    expected = splitting(born[0], eps, VOLUME, mu)
    for direction in ([1, 0, 0], [1, 2, 2]):
        unit = np.array(direction) / np.linalg.norm(direction)
        f2, dipoles = polar_modes(
            force_matrix(1e-4 * unit, z, alpha, stiffness), z)
        assert abs(f2[1] - f2[0]) < 1e-3
        along = abs(dipoles[2] @ unit) / np.linalg.norm(dipoles[2])
        assert abs(along - 1) < 1e-5       # upper mode is longitudinal
        measured = f2[2] - (f2[0] + f2[1]) / 2
        assert abs(measured / expected - 1) < 1e-5
    # static permittivity from joint relaxation of ions and dipoles
    zm = np.diag(np.repeat(z, 3))
    cr = c0.real
    hessian = np.block([
        [springs(origin, stiffness).real / coulomb + zm @ cr @ zm, zm @ cr],
        [cr @ zm, inv_alpha + cr]])
    drive = np.concatenate([zm @ total[:, 0], total[:, 0]])
    answer = np.linalg.lstsq(hessian, drive, rcond=1e-9)[0]
    eps_static = 1 + 4 * np.pi / VOLUME * drive @ answer
    assert abs(eps_static / (eps * f2[2] / F_T**2) - 1) < 1e-5
    # field of a longitudinal displacement: total dipole is Z w / eps_inf
    c_long = dipole_tensor(np.array([1e-4, 0, 0]))
    shift = np.zeros(9)
    shift[0] = 0.005                       # Hf moves, oxygens stay
    charge_part = zm @ shift
    electrons = -np.linalg.solve(inv_alpha + c_long, c_long @ charge_part)
    dipole = (total.T @ (charge_part + electrons))[0].real
    assert abs(dipole / (born[0] * 0.005 / eps) - 1) < 1e-5
    return dict(z=z, alpha=alpha, born=born, eps=eps, phi=phi0, k=stiffness,
                measured=measured, static=eps_static, fL=np.sqrt(f2[2]),
                fT=np.sqrt(np.mean(no_field)))


# First crystal is tuned to the given Born charge and permittivity
ion_charge = 3 * Z_HF / (EPS_INF + 2)
alpha_sum = 3 * VOLUME / (4 * np.pi) * (EPS_INF - 1) / (EPS_INF + 2)
model = test_crystal(ion_charge, alpha_sum)
other = test_crystal(1.5, alpha_sum / 2)
assert abs(model['born'][0] - Z_HF) < 1e-6
assert abs(model['eps'] - EPS_INF) < 1e-6

delta = splitting(Z_HF, EPS_INF, VOLUME, mu)
assert abs(delta - 315) < 1
f_l = np.sqrt(F_T**2 + delta)
eps_static = EPS_INF * f_l**2 / F_T**2
assert abs(model['static'] / eps_static - 1) < 1e-5


def permittivity(f, damping=0.0):
    """Permittivity from the driven motion of the three sublattices."""
    phi = model['phi'][0::3, 0::3].real
    matrix = phi - (f**2 + 1j * damping * f) * np.diag(masses)
    motion = np.linalg.solve(matrix, model['born'])
    return model['eps'] + 4*np.pi/VOLUME * coulomb * model['born'] @ motion


zero = brentq(lambda f: permittivity(f).real, 1.05 * F_T, 30)
assert abs(zero / f_l - 1) < 1e-6
for f_test in (3.0, 12.0, 25.0):
    closed = EPS_INF * (f_l**2 - f_test**2) / (F_T**2 - f_test**2)
    assert abs(permittivity(f_test).real - closed) < 1e-4

# Field and polarization for a small relative displacement
w_pm = 0.5
p_ion = Z_HF * sc.e * w_pm * 1e-12 / (VOLUME * 1e-30)
field = p_ion / (sc.epsilon_0 * EPS_INF)

# Effects left out
charge_error = splitting(Z_HF + 0.1, EPS_INF, VOLUME, mu) / delta - 1
expansion, t_cold, t_hot = 1e-5, 300, 2800
hot_volume = VOLUME * (1 + expansion * (t_hot - t_cold))**3
hot = splitting(Z_HF, EPS_INF, hot_volume, mu) / delta - 1
y = 0.10
n_oxygen = 2 - y / 2
z_mean = Z_HF * (1 - y / 4)
assert abs(z_mean - n_oxygen * Z_HF / 2) < 1e-12
mu_y = 1 / (1 / ((1 - y) * M_HF + y * M_Y) + 1 / (n_oxygen * M_O))
doped = splitting(z_mean, EPS_INF, VOLUME, mu_y) / delta - 1
gamma = 1.0
peak_t = minimize_scalar(lambda f: -permittivity(f, gamma).imag,
                         bounds=(5, 12), method='bounded',
                         options={'xatol': 1e-8}).x
peak_l = minimize_scalar(lambda f: (1 / permittivity(f, gamma)).imag,
                         bounds=(15, 25), method='bounded',
                         options={'xatol': 1e-8}).x
damped = (peak_l**2 - peak_t**2) / delta - 1
assert abs(damped) < 0.01
laser_nm = 532
light = sc.c * 2 * np.sqrt(EPS_INF) / (laser_nm * 1e-9) / 1e12
polariton = brentq(lambda f: permittivity(f).real * f**2 - light**2,
                   0.9 * model['fT'], model['fT'] * (1 - 1e-7))
gap = 5.7
phonon_ev = sc.h * f_l * 1e12 / sc.e
eps_shift = (EPS_INF - 1) * (1 / (1 - (phonon_ev / gap)**2) - 1) / EPS_INF
film_nm = 10
q_film = np.array([np.pi / (10 * film_nm), 0, 0])
film = polar_modes(force_matrix(q_film, model['z'], model['alpha'],
                                model['k']), model['z'])[0]
film_change = (film[2] - (film[0] + film[1]) / 2) / delta - 1

print(f"Hf Born charge: {Z_HF:.1f} e; O Born charge: {-Z_HF/2:.1f} e")
print(f"Electronic permittivity: {EPS_INF:.1f} (relative)")
print(f"Primitive volume: {VOLUME:.1f} A^3; cubic edge: {a/10:.4f} nm")
print(f"Masses Hf, O: {M_HF:.2f}, {M_O:.3f} u")
print(f"Reduced mass, Hf against two O: {mu:.3f} u")
print(f"Splitting fL^2 - fT^2: {delta:.1f} THz^2")
print(f"Same in angular frequency: {delta*4*np.pi**2:.0f} (rad/ps)^2")
mu_wrong = M_HF * M_O / (M_HF + M_O)
wrong = splitting(Z_HF, EPS_INF, VOLUME, mu_wrong)
print(f"Wrong reduced mass, Hf against one O: {mu_wrong:.3f} u")
print(f"Wrong splitting from that mass: {wrong:.1f} THz^2")
print(f"Transverse frequency, rough input: {F_T:.1f} THz")
to_cm = 1e12 / sc.c / 100
print(f"Longitudinal frequency: {f_l:.2f} THz = {f_l*to_cm:.0f} cm^-1")
print(f"Transverse frequency in wavenumbers: {F_T*to_cm:.0f} cm^-1")
print(f"Static permittivity: {eps_static:.1f} (relative)")
print(f"Relative displacement: {w_pm:.1f} pm")
print(f"Ionic polarization: {p_ion*100:.2f} uC/cm2")
print(f"Longitudinal field magnitude: {field/1e8:.2f} MV/cm")
print(f"Model 1 ion charge: {ion_charge:.2f} e")
print(f"Model 1 total polarizability: {alpha_sum:.3f} A^3")
print(f"Model 1 computed Born charge: {model['born'][0]:.4f} e")
print(f"Model 1 computed eps_inf: {model['eps']:.4f} (relative)")
print(f"Model 1 splitting by diagonalization: {model['measured']:.2f} THz^2")
print(f"Model 1 relaxed static permittivity: {model['static']:.2f} (relative)")
print(f"Model 2 computed Born charge: {other['born'][0]:.4f} e")
print(f"Model 2 computed eps_inf: {other['eps']:.4f} (relative)")
print(f"Model 2 splitting by diagonalization: {other['measured']:.2f} THz^2")
other_formula = splitting(other['born'][0], other['eps'], VOLUME, mu)
print(f"Model 2 splitting by formula: {other_formula:.2f} THz^2")
print(f"Born charge +0.1 e, splitting change: {100*charge_error:.1f} %")
print(f"Rough linear expansion: {expansion:.0e} 1/K, {t_cold} to {t_hot} K")
print(f"Expansion, splitting change: {100*hot:.1f} %")
print(f"Yttrium on {100*y:.0f} % of cations, splitting change: {100*doped:.1f} %")
print(f"Damping, rough (gamma/2pi): {gamma:.1f} THz")
print(f"Damped absorption and loss peaks: {peak_t:.3f}, {peak_l:.3f} THz")
print(f"Damping, change of peak splitting: {100*damped:.4f} %")
print(f"Raman laser wavelength: {laser_nm} nm")
print(f"Retardation shift of fT: {1000*(polariton-model['fT']):.2f} GHz")
print(f"LO phonon energy: {1000*phonon_ev:.1f} meV; rough gap: {gap:.1f} eV")
print(f"Electronic dispersion, eps_inf change: {100*eps_shift:.3f} %")
print(f"Half-wave in {film_nm} nm film, splitting change: {100*film_change:.2f} %")
print("verified")
```

Running it gives:

```
Hf Born charge: 5.6 e; O Born charge: -2.8 e
Electronic permittivity: 5.0 (relative)
Primitive volume: 32.5 A^3; cubic edge: 0.5066 nm
Masses Hf, O: 178.49, 15.999 u
Reduced mass, Hf against two O: 27.134 u
Splitting fL^2 - fT^2: 314.5 THz^2
Same in angular frequency: 12418 (rad/ps)^2
Wrong reduced mass, Hf against one O: 14.683 u
Wrong splitting from that mass: 581.3 THz^2
Transverse frequency, rough input: 8.5 THz
Longitudinal frequency: 19.67 THz = 656 cm^-1
Transverse frequency in wavenumbers: 284 cm^-1
Static permittivity: 26.8 (relative)
Relative displacement: 0.5 pm
Ionic polarization: 1.38 uC/cm2
Longitudinal field magnitude: 3.12 MV/cm
Model 1 ion charge: 2.40 e
Model 1 total polarizability: 4.434 A^3
Model 1 computed Born charge: 5.6000 e
Model 1 computed eps_inf: 5.0000 (relative)
Model 1 splitting by diagonalization: 314.54 THz^2
Model 1 relaxed static permittivity: 26.77 (relative)
Model 2 computed Born charge: 2.1000 e
Model 2 computed eps_inf: 2.2000 (relative)
Model 2 splitting by diagonalization: 100.53 THz^2
Model 2 splitting by formula: 100.53 THz^2
Born charge +0.1 e, splitting change: 3.6 %
Rough linear expansion: 1e-05 1/K, 300 to 2800 K
Expansion, splitting change: -7.1 %
Yttrium on 10 % of cations, splitting change: -2.1 %
Damping, rough (gamma/2pi): 1.0 THz
Damped absorption and loss peaks: 8.485, 19.661 THz
Damping, change of peak splitting: -0.0001 %
Raman laser wavelength: 532 nm
Retardation shift of fT: -1.05 GHz
LO phonon energy: 81.3 meV; rough gap: 5.7 eV
Electronic dispersion, eps_inf change: 0.016 %
Half-wave in 10 nm film, splitting change: 0.02 %
verified
```
